# Edge roughness from exposure noise and image log-slope

A periodic line image is printed at one dose, and the resist edge is placed at two different exposure thresholds. At the threshold 0.7 times the average exposure, the relative noise of the local exposure is 4.06 % and the edge has a standard deviation of 0.255 nm. At the threshold 1.3 times the average, the relative noise is lower, 3.11 %, yet the standard deviation is larger, 0.363 nm (both values to leading order in the noise; higher orders raise the second to about 0.365 nm). The edge with the quieter exposure is the rougher one. The explanation requires the law by which exposure noise becomes displacement of a contour.

## Setting and assumptions

Let $x$ be the coordinate across a straight edge and $y$ the coordinate along it. The local exposure is

$$E(x,y)=\bar E(x)+\delta(x,y),\qquad \langle\delta\rangle=0,$$

where angle brackets denote an average over noise realizations. The edge is the contour $E(x,y)=E_t$ with a fixed threshold $E_t$. The nominal edge $x_0$ is defined by $\bar E(x_0)=E_t$. A prime means $d/dx$ or $\partial/\partial x$, and quantities without an argument are taken at $x_0$. Write

$$\sigma_E^2(x)=\langle\delta(x,y)^2\rangle,\qquad \mathrm{ILS}=\left|\frac{d\ln\bar E}{dx}\right|_{x_0}=\frac{|\bar E'|}{\bar E}.$$

The second quantity is the image log-slope. The assumptions are as follows.

1. $E$ is the field that is compared with the threshold, after all blur. Its mean and its noise are smooth in $x$, and $\bar E'(x_0)\neq0$.
2. The noise is weak: $|\delta'|$ is small compared with $|\bar E'|$, and the displacements are small compared with the distance over which $\bar E'$ changes. Exceptions are too rare to affect the moments used below.
3. The noise statistics do not depend on $y$, and the noise decorrelates along the edge. The standard deviation along one long edge then equals that over realizations.

The roughness $\sigma_x$ is the standard deviation of the edge position at a point, with no averaging along $y$.

## The theorem

**Theorem.** Under these assumptions, to leading order in the noise,

$$\boxed{\;\sigma_x=\frac{\sigma_E(x_0)/\bar E(x_0)}{\mathrm{ILS}}\;}$$

**Lemma 1 (displacement of the contour).** Replace $\delta$ by $\lambda\delta$, where $\lambda$ counts powers of the noise. The contour near $x_0$ lies at $x_0+\varepsilon$ with $\varepsilon=\lambda\varepsilon_1+\lambda^2\varepsilon_2+O(\lambda^3)$ and

$$\varepsilon_1=-\frac{\delta}{\bar E'},\qquad
\varepsilon_2=\frac{\delta\,\delta'}{\bar E'^2}-\frac{\bar E''\delta^2}{2\bar E'^3}.$$

*Proof.* At fixed $y$ the contour condition is

$$\bar E(x_0+\varepsilon)+\lambda\,\delta(x_0+\varepsilon,y)-\bar E(x_0)=0.$$

It is satisfied by $\varepsilon=0$ at $\lambda=0$, where its derivative with respect to $\varepsilon$ is $\bar E'\neq0$. The implicit function theorem therefore gives one smooth solution $\varepsilon(\lambda)$ near zero. Taylor expansion about $x_0$ yields

$$\bar E'\varepsilon+\tfrac12\bar E''\varepsilon^2+\lambda\delta+\lambda\delta'\varepsilon+O(\lambda^3)=0,$$

because $\varepsilon$ is itself of order $\lambda$. Inserting the series and collecting powers gives

$$\lambda^1:\ \bar E'\varepsilon_1+\delta=0,\qquad
\lambda^2:\ \bar E'\varepsilon_2+\tfrac12\bar E''\varepsilon_1^2+\delta'\varepsilon_1=0.$$

The first equation gives $\varepsilon_1$. In the second, $\varepsilon_1^2=\delta^2/\bar E'^2$ and $\delta'\varepsilon_1=-\delta\delta'/\bar E'$. Solving for $\varepsilon_2$ gives the stated expression. ∎

*Proof of the theorem.* Set $\lambda=1$ and keep $\varepsilon_1$. The slope $\bar E'$ is not random, so $\langle\varepsilon_1\rangle=0$ and

$$\sigma_x^2=\langle\varepsilon_1^2\rangle=\frac{\langle\delta^2\rangle}{\bar E'^2}=\frac{\sigma_E^2}{\bar E'^2}.$$

Take the positive root and divide numerator and denominator by $\bar E(x_0)$:

$$\sigma_x=\frac{\sigma_E}{|\bar E'|}=\frac{\sigma_E/\bar E}{|\bar E'|/\bar E}=\frac{\sigma_E/\bar E}{\mathrm{ILS}}.\qquad∎$$

**Remark (meaning).** Suppose that the whole exposure is multiplied by $1+\eta$ with small $\eta$. The condition $(1+\eta)\bar E(x_0+\varepsilon)=\bar E(x_0)$ becomes, after taking logarithms and linearizing, $\eta+(\ln\bar E)'\varepsilon=0$, so $|\varepsilon|=|\eta|/\mathrm{ILS}$. Each point of the edge responds to its own local relative exposure error as the whole edge responds to a dose error.

**Remark (failure at an extremum).** If the threshold touches a maximum or minimum of $\bar E$, then $\bar E'=0$ and the formula diverges. The leading balance is then $\delta+\tfrac12\bar E''\varepsilon^2=0$, or $\varepsilon=\pm\sqrt{-2\delta/\bar E''}$. The displacement grows as the square root of the noise, and for one sign of $\delta$ there is no nearby contour. No linear law can describe this case.

## The mean shift that linearization misses

**Proposition 1.** To second order in the noise, the mean edge is displaced by

$$\mu=\frac{(\sigma_E^2)'}{2\bar E'^2}-\frac{\bar E''\sigma_E^2}{2\bar E'^3}.$$

*Proof.* Average $\varepsilon_1+\varepsilon_2$. The first term averages to zero. In the second, $\delta\delta'=\tfrac12(\delta^2)'$, hence $\langle\delta\delta'\rangle=\tfrac12(\sigma_E^2)'$, while $\langle\delta^2\rangle=\sigma_E^2$. ∎

The first term arises because the noise strength varies across the edge. Consider a bright region to the left of $x_0$, so that $\bar E'<0$, with noise that also weakens to the right. Then $\langle\delta\delta'\rangle<0$: a positive fluctuation tends to come with a steeper total fall, which shortens the outward excursion, and a negative one with a gentler fall, which lengthens the inward excursion. This term moves the mean edge inward. The second term comes from the curvature of the mean profile.

## Photon noise

The theorem holds for any weak smooth noise. To obtain numbers, let absorbed photons form a Poisson process of mean density $n(x)$, and let each contribute a normalized Gaussian spot

$$g(u,v)=\frac{1}{2\pi s^2}\exp\!\left(-\frac{u^2+v^2}{2s^2}\right),$$

where $s$ is the blur. In this model $E$ is a density of absorbed photons. Noise from secondary electrons, resist chemistry, development and the mask is left out.

**Lemma 2.** The mean and variance of the blurred field are

$$\bar E(x)=\iint n(x-u)\,g\,du\,dv,\qquad \sigma_E^2(x)=\iint n(x-u)\,g^2\,du\,dv.$$

*Proof.* Divide the plane into small cells of area $a$. The count $N_i$ in cell $i$ is a Poisson variable with mean and variance both equal to $n_ia$, and different cells are independent. The field is $E=\sum_i g_iN_i$, with $g_i$ the spot value at the observation point. Its mean is $\sum_i g_in_ia$. Variances of independent terms add, and a factor $g_i$ enters squared, so its variance is $\sum_i g_i^2n_ia$. As $a\to0$ the sums become the integrals. ∎

**Lemma 3.** For $n(x)=n_0(1+m\cos kx)$,

$$\bar E=n_0(1+M\cos kx),\qquad M=m\,e^{-k^2s^2/2},$$

$$\sigma_E^2=\frac{n_0}{4\pi s^2}\left(1+m\,e^{-k^2s^2/4}\cos kx\right).$$

*Proof.* Let $G$ be a normalized one-dimensional Gaussian of variance $w$, and $J(k)=\int G(u)\cos ku\,du$. Since $G'=-uG/w$, integration by parts gives

$$\frac{dJ}{dk}=-\int uG\sin ku\,du=w\int G'\sin ku\,du=-wkJ.$$

With $J(0)=1$ this yields $J=e^{-k^2w/2}$. Expand $\cos k(x-u)=\cos kx\cos ku+\sin kx\sin ku$; the second term is odd in $u$ and integrates to zero against $G$. Averaging the cosine over $G$ therefore multiplies it by $J$. For the mean, $w=s^2$. For the variance, note that

$$g^2=\frac{1}{4\pi^2s^4}e^{-(u^2+v^2)/s^2}=\frac{1}{4\pi s^2}\left[\frac{1}{\pi s^2}e^{-(u^2+v^2)/s^2}\right].$$

The bracket is a normalized Gaussian of variance $s^2/2$ in each direction, so $w=s^2/2$ and the prefactor is $1/(4\pi s^2)$. ∎

**Corollary (mid-level edge).** Put the threshold at the average exposure, $E_t=n_0$. Then $\cos kx_0=0$ and the right-hand edge is at $kx_0=\pi/2$. There $\bar E=n_0$, $\bar E'=-n_0kM$ and $\sigma_E^2=n_0/(4\pi s^2)$, so that

$$\frac{\sigma_E}{\bar E}=\frac{1}{\sqrt{4\pi s^2n_0}},\qquad \mathrm{ILS}=kM,\qquad
\sigma_x=\frac{1}{kM\sqrt{4\pi s^2n_0}}.$$

The relative noise is that of a Poisson count with mean $4\pi s^2n_0$, the number of photons absorbed in an effective area $4\pi s^2$. At fixed image and blur, $\sigma_x$ falls as the inverse square root of the dose.

**Remark (two limits of the blur).** Inserting $M$ gives

$$\sigma_x=\frac{e^{k^2s^2/2}}{k\,m\,s\sqrt{4\pi n_0}},\qquad \frac{d\ln\sigma_x}{ds}=k^2s-\frac1s.$$

For small $s$ few photons are averaged and $\sigma_x$ grows as $1/s$. For large $s$ the loss of modulation wins and $\sigma_x$ grows as $e^{k^2s^2/2}/s$. The derivative changes from negative to positive at $s=1/k$, so the roughness has its minimum there, for fixed $n_0$, $m$ and $k$, within the linear theory.

## How large is the linearization error?

**Proposition 2.** At the mid-level edge, if $\delta$ and $\delta'$ are treated as jointly Gaussian, the leading pointwise error of linearization has the root-mean-square value

$$\sqrt{\langle\varepsilon_2^2\rangle}=\sqrt{\sigma_x^2\beta^2+2\mu^2},\qquad \beta=\frac{\sigma_x}{s\sqrt2}.$$

*Proof.* At this edge $\bar E''=-n_0Mk^2\cos kx_0=0$, so $\varepsilon_2=\delta\delta'/\bar E'^2$ and $\mu=\langle\delta\delta'\rangle/\bar E'^2$. For jointly Gaussian variables of zero mean, the fourth moment is the sum over pairings:

$$\langle\delta^2\delta'^2\rangle=\langle\delta^2\rangle\langle\delta'^2\rangle+2\langle\delta\delta'\rangle^2.$$

Division by $\bar E'^4$ turns the last term into $2\mu^2$. For the first, the variance of $\delta'$ follows from Lemma 2 with $g$ replaced by its derivative $-ug/s^2$. Near the edge, $n(x_0-u)=n_0(1+m\sin ku)$, whose odd part drops out against the even weight $u^2g^2$. The Gaussian in $g^2$ has variance $s^2/2$, hence

$$\langle\delta'^2\rangle=\frac{n_0}{s^4}\iint u^2g^2\,du\,dv=\frac{n_0}{s^4}\,\frac{1}{4\pi s^2}\,\frac{s^2}{2}=\frac{\sigma_E^2}{2s^2}.$$

The first term is therefore $\sigma_E^4/(2s^2\bar E'^4)=\sigma_x^4/(2s^2)=\sigma_x^2\beta^2$. ∎

The number $\beta$ is also the ratio of the rms noise slope to the mean slope, since $\sigma_E/(s\sqrt2\,|\bar E'|)=\sigma_x/(s\sqrt2)$. Point-by-point accuracy of the linear displacement thus requires $\sigma_x$ to be small compared with the blur as well as with the scale $1/k$ of the image. Because $\sigma_x$ grows as $1/s$ for small blur, $\beta$ grows as $1/s^2$, and the pointwise description fails before $s$ reaches zero. The formula for $\sigma_x$ is more robust. As long as the contour is crossed only once, the edge lies beyond $x$ exactly when $E(x)$ exceeds $E_t$, so its distribution depends only on the one-point law of $E$ and not on the noise slope. With the image and dose of the example below, the formula still holds within about 1 % at $s=1.5$ nm, where $\beta=0.29$; at $s=1$ nm multiple crossings have begun to appear.

**Remark (effect on the standard deviation).** A pointwise error of relative size $r$ need not change $\sigma_x$ by the fraction $r$. The lowest correction to the variance is $2\langle\varepsilon_1\varepsilon_2\rangle$, which contains three noise factors and vanishes for Gaussian noise. The next contributions, from $\varepsilon_2^2$ and from $\varepsilon_1$ times the third-order displacement, are smaller than $\sigma_x^2$ by two powers of the noise. For the Poisson noise used here the term with three factors does not vanish, but it is equally small: $\langle\delta^2\delta'\rangle$ is proportional to $n_0$ and $\bar E'^3$ to $n_0^3$, so relative to $\sigma_x^2\propto1/n_0$ the term falls as $1/n_0$, as the next contributions do.

## Worked example

The model image has pitch 36 nm and modulation $m=0.9$; the blur is $s=4$ nm. The wavelength is 13.5 nm, the spatially averaged dose 30 mJ/cm², and a fraction 0.2 of the photons is absorbed.

One square centimetre is $10^{14}$ nm², so the dose is $3.0\times10^{-16}$ J/nm². Division by the photon energy $1.4714\times10^{-17}$ J gives 20.39 incident photons per nm², of which $n_0=0.2\times20.39=4.078$ per nm² are absorbed. The effective area is $4\pi s^2=201.06$ nm² and holds $4.078\times201.06=820$ absorbed photons. The relative noise at mid-level is $1/\sqrt{820}=3.49\,\%$.

With $k=2\pi/36=0.17453$ nm⁻¹ and $M=0.7054$, the log-slope is $kM=0.1231$ nm⁻¹. Therefore

$$\sigma_x=\frac{0.03492}{0.1231\ \mathrm{nm}^{-1}}=0.284\ \mathrm{nm}=2.84\ \text{Å},\qquad 3\sigma_x=0.85\ \mathrm{nm}.$$

For an independent check, Poisson counts were drawn on a long strip and blurred, and the full threshold equation was solved at each position along the edge. The simulated standard deviation is also 0.284 nm. The numerical output lists the formula beside the simulation for each case.

**The two thresholds.** For thresholds 0.7 and 1.3 times the average, $\cos kx_0=\mp0.3/0.7054=\mp0.425$. The values of $\sin kx_0$ coincide, and so do the absolute slopes $|\bar E'|=n_0kM\sin kx_0$. In the form $\sigma_x=\sigma_E/|\bar E'|$, the whole difference lies in the absolute noise, which is larger where more photons arrive. In the relative form, going from 0.7 to 1.3 multiplies the noise by $3.109/4.057=0.766$, but the log-slope by $0.0857/0.1592=0.538$. The roughness changes by $0.766/0.538=1.42$, the ratio of 0.363 nm to 0.255 nm. Relative noise alone does not rank edges; both factors must be taken at the edge in question.

**The slope of the right image.** The unblurred aerial image has a mid-level log-slope $km=0.1571$ nm⁻¹. Combined with the noise of the blurred field, it would give $0.03492/0.1571=0.222$ nm, which is 22 % below the simulated value. Blur reduces the noise and the slope together, so crediting it with the first effect alone makes the edge appear too smooth.

**Mean shift.** At mid-level, Proposition 1 gives an outward displacement of $-0.0056$ nm, meaning that the bright region shrinks slightly on each side. The simulation agrees. At threshold 1.3 the curvature term has the same sign as the noise-gradient term, and the formula gives $-0.0116$ nm against a simulated $-0.0118$ nm. At 0.7 the two terms oppose each other and $-0.0035$ nm remains. These shifts are at most about 3 % of the corresponding $\sigma_x$.

**Linearization error.** Here $\beta=0.2837/(4\sqrt2)=0.050$, and Proposition 2 gives

$$\sqrt{(0.2837\times0.0502)^2+2(0.0056)^2}\ \mathrm{nm}=0.016\ \mathrm{nm},$$

as found in the simulation. This is about 6 % of $\sigma_x$ point by point, although the standard deviation itself agrees far more closely, as the preceding remark leads one to expect.

**Lower dose.** At a quarter of the dose, 7.5 mJ/cm², the formula doubles $\sigma_x$ to 0.567 nm. The simulation gives 0.572 nm, which is 0.8 % higher, and a ratio of 2.02 to the full-dose result. The pointwise error rises fourfold to 0.065 nm by the formula and 0.066 nm in the simulation, now over 11 % of $\sigma_x$. Most of the excess in $\sigma_x$ comes from the neglected higher orders: the one-point Poisson law of $E(x)$, which fixes the distribution of a singly crossed edge, gives 0.571 nm, 0.65 % above the formula. The remaining 0.2 % lies within the sampling error of about 0.3 %.

**Choice of blur.** The minimum of the mid-level formula lies at $s=1/k=5.7$ nm, above the 4 nm used here. Relative to the present case, the roughness there would be multiplied by

$$\frac{ks\,e^{1/2}}{e^{k^2s^2/2}}=\frac{0.698\times1.649}{1.276}=0.90,$$

with $ks=0.698$ evaluated at 4 nm. The gain is 10 % for photon noise at the mid-level edge (at thresholds 0.7 and 1.3 the minima lie at 5.2 and 4.9 nm, with gains of 7 % and 4 %, and the noise sources left out of the model are not counted), while the modulation falls from 0.705 to $0.9\,e^{-1/2}=0.546$. The log-slope falls with it, so the edge becomes more sensitive to errors of the overall dose even as its photon roughness decreases.

## Calculated quantities

```
pitch = 36.0 nm, aerial modulation = 0.90
blur standard deviation = 4.0 nm
wavelength = 13.5 nm
average dose = 30.0 mJ/cm^2
absorbed fraction = 0.20
photon energy = 1.4714e-17 J
incident photon density = 20.388 1/nm^2
absorbed photon density n0 = 4.078 1/nm^2
wave number k = 0.17453 1/nm
blurred modulation M = 0.7054
effective averaging area = 201.06 nm^2
photons in effective area = 819.9
mid-level edge position x0 = 9.000 nm
mid-level relative noise = 3.492 %
mid-level ILS, blurred image = 0.12311 1/nm
mid-level sigma_x, formula = 0.2837 nm
mid-level 3 sigma_x, formula = 0.851 nm
threshold/average exposure = 0.7:
  relative noise: formula 4.057 %, simulated 4.050 %
  ILS = 0.15917 1/nm
  sigma_x: formula 0.2549 nm, simulated 0.2545 nm
  mean outward shift: formula -0.00352 nm, simulated -0.00351 nm
threshold/average exposure = 1.0:
  relative noise: formula 3.492 %, simulated 3.488 %
  ILS = 0.12311 1/nm
  sigma_x: formula 0.2837 nm, simulated 0.2836 nm
  mean outward shift: formula -0.00560 nm, simulated -0.00561 nm
  rms linearization error: formula 0.0163 nm, simulated 0.0163 nm
threshold/average exposure = 1.3:
  relative noise: formula 3.109 %, simulated 3.108 %
  ILS = 0.08571 1/nm
  sigma_x: formula 0.3627 nm, simulated 0.3643 nm
  mean outward shift: formula -0.01158 nm, simulated -0.01176 nm
mid-level ILS, unblurred aerial image = 0.15708 1/nm
wrong sigma_x from aerial ILS = 0.2223 nm
quarter dose = 7.50 mJ/cm^2, mid-level edge:
  sigma_x: formula 0.5674 nm, simulated 0.5722 nm
  simulated sigma_x ratio to full dose = 2.018
  rms linearization error: formula 0.0651 nm, simulated 0.0662 nm
```
